**Hole injection ratio of an n-silicon Schottky contact**

The program evaluates \(\gamma_0=[qD_pn_i^2/(NL_p)]/[AT^2e^{-\phi/kT}]\), the hole current injected into neutral silicon divided by the electron current emitted into the metal. Here \(D_p\) and \(L_p\) are the hole diffusivity and diffusion length, \(n_i\) the intrinsic density, \(N\) the donor density, \(A\) the effective Richardson constant and \(\phi\) the effective barrier. A finite-volume solution of the hole continuity equation is asserted to agree with the injection formula within 2% for three pairs of doping and diffusion length. It is also asserted to agree within 3% with the drift factor and the depletion-recombination integral at five biases, and with the thin-layer factor. Further assertions cover electron emission in series with diffusion, the ballistic Richardson constant, image-force lowering, the WKB action and the thermal activation energy. The output gives \(\gamma_0=1.06\times10^{-6}\) at 300 K, and about \(1.3\times10^{-6}\) at 0.35 V when ohmic drift and finite electron diffusion are included. Depletion recombination exceeds the ideal injected hole current below about 0.32 V, and drift doubles the injection near 0.395 V.

## Numerical check

```python
"""Minority-carrier injection at a Schottky contact on n-type silicon.

Result under test (low injection, thick neutral layer):
    gamma = J_p0/J_n0
    J_p0 = q D_p n_i^2/(N L_p),  J_n0 = A T^2 exp(-phi/kT)
gamma: holes injected into the neutral region per electron emitted
N: donor density; L_p, D_p: hole diffusion length and diffusivity
n_i: intrinsic density; A: effective Richardson constant
phi: effective barrier; psi: band bending; V: junction voltage
Lengths are in cm, potentials in V, current densities in A/cm2.
The independent road is a finite-volume solution of carrier continuity.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = sc.e
T = 300.0
vt = sc.k * T / q
phi = 0.70
N0 = 1e22 * 1e-6
L0 = 10e-4
ni = 1.0e10
Nc = 2.8e19
mu_n, mu_p = 1200.0, 450.0
Dn, Dp = mu_n * vt, mu_p * vt
A_eff = 112.0
eps_r = 11.7
eps = eps_r * sc.epsilon_0 / 100
gap, gap_slope = 1.12, 2.6e-4
m_t, m_l = 0.19, 0.98
v_hole = 1e6
V0 = 0.35
ns0 = Nc * np.exp(-phi / vt)
Jn0 = A_eff * T**2 * np.exp(-phi / vt)
vR = A_eff * T**2 / (q * Nc)


def depletion(V, N=N0):
    bend = phi - vt * np.log(Nc / N) - V
    width = np.sqrt(2 * eps * bend / (q * N))
    return bend, width, 2 * bend / width


def electron_current(V):
    return Jn0 * np.expm1(V / vt)


def hole_current(V, N=N0, L=L0):
    return q * Dp * ni**2 / (N * L) * np.expm1(V / vt)


def drift_factor(V):
    xi = electron_current(V) * L0 / (2 * q * Dn * N0)
    return xi + np.sqrt(1 + xi**2)


def transport(x, g, D, loss, source, velocity, contact, far):
    """Flux is -D(p' - g'p); exchange at x[0], fixed density at x[-1]."""
    h = np.diff(x)
    dg = np.diff(g)
    dg = np.where(np.abs(dg) < 1e-10, 1e-10, dg)
    bern = dg / np.expm1(dg)
    right = D / h * bern
    left = D / h * (bern + dg)
    cell = np.empty(len(x))
    cell[0], cell[-1] = h[0] / 2, h[-1] / 2
    cell[1:-1] = (h[1:] + h[:-1]) / 2
    band = np.zeros((3, len(x)))
    rhs = cell * source
    band[1] = cell * loss
    band[1, :-1] += left
    band[1, 1:] += right
    band[0, 1:] = -right
    band[2, :-1] = -left
    band[1, 0] += velocity
    rhs[0] += velocity * contact
    band[1, -1], band[2, -2], rhs[-1] = 1.0, 0.0, far
    p = solve_banded((1, 1), band, rhs)
    return p, left * p[:-1] - right * p[1:], cell


def solve_holes(V, N=N0, L=L0, drift=False, layer=None):
    """Return injected and depletion-recombination current densities."""
    bend, W, _ = depletion(V, N)
    layer = 30 * L if layer is None else layer
    inner = np.linspace(0, W, 2001)
    outer = W + np.geomspace(W / 2000, layer, 3000)
    x = np.concatenate([inner, outer])
    psi = np.where(x < W, bend * (1 - x / W)**2, 0.0)
    field = electron_current(V) / (q * mu_n * N) if drift else 0.0
    g = psi / vt + field / vt * np.maximum(x - W, 0)
    n = N * np.exp(-psi / vt)
    p = ni**2 / n * np.exp(V / vt)
    tau = L**2 / Dp
    for _ in range(40):
        old = p
        denom = tau * (n + p + 2 * ni)
        p, flux, cell = transport(x, g, Dp, n / denom, ni**2 / denom,
                                  v_hole, ni**2 / ns0, ni**2 / N)
        if np.max(np.abs(p / old - 1)) < 1e-8:
            break
    else:
        raise AssertionError("hole iteration did not converge")
    rate = (n * p - ni**2) / (tau * (n + p + 2 * ni))
    edge = len(inner) - 1
    return q * flux[edge - 1], q * np.sum((rate * cell)[:edge])


def depletion_recombination(V):
    """Integral with both quasi-Fermi levels flat."""
    bend, W, _ = depletion(V)
    tau = L0**2 / Dp

    def rate(s):
        n = N0 * np.exp(-bend * (1 - s)**2 / vt)
        p = ni**2 * np.exp(V / vt) / n
        return (n * p - ni**2) / (tau * (n + p + 2 * ni))
    return q * W * quad(rate, 0, 1, limit=300, epsabs=0, epsrel=1e-8)[0]


# Injected hole current for several dopings and diffusion lengths.
for N, L in [(N0, L0), (N0, 3 * L0), (0.3 * N0, 2 * L0)]:
    numerical = solve_holes(V0, N, L)[0]
    # Tolerance covers the small quasi-Fermi drop, of order W/L.
    assert abs(numerical / hole_current(V0, N, L) - 1) < 0.02

# Drift enhancement and depletion recombination over the bias range.
biases = [0.20, 0.25, 0.30, 0.35, 0.40]
table = []
for V in biases:
    injected, recombined = solve_holes(V, drift=True)
    formula = hole_current(V) * drift_factor(V)
    integral = depletion_recombination(V)
    assert abs(injected / formula - 1) < 0.03
    assert abs(recombined / integral - 1) < 0.03
    table.append((V, electron_current(V), injected, recombined))

# Thin neutral layer with an ohmic back contact.
thin = 5e-4
thin_factor = 1 / np.tanh(thin / L0)
thin_numerical = solve_holes(V0, layer=thin)[0] / hole_current(V0)
assert abs(thin_numerical / thin_factor - 1) < 0.03

# Electron emission in series with diffusion through the barrier.
bend, W, F = depletion(V0)
x = np.linspace(0, W, 4001)
psi = bend * (1 - x / W)**2
zero = np.zeros_like(x)
n, flux, _ = transport(x, -psi / vt, Dn, zero, zero, vR, ns0, N0)
Jn_numerical = q * vR * (n[0] - ns0)
barrier_integral = quad(lambda s: np.exp(bend * ((1 - s)**2 - 1) / vt),
                        0, 1, epsabs=1e-12)[0]
vD = Dn / (W * barrier_integral)
diffusion_factor = 1 / (1 + vR / vD)
assert abs(Jn_numerical / (electron_current(V0) * diffusion_factor) - 1) < 2e-3

# Ballistic Richardson constant for a (100) surface from momentum integrals.
A_free = 4 * np.pi * q * sc.m_e * sc.k**2 / sc.h**3 * 1e-4
A_ball = A_free * (2 * m_t + 4 * np.sqrt(m_t * m_l))
k0 = 1e9


def boltzmann(s, mass):
    return np.exp(-(sc.hbar * k0 * s)**2 / (2 * mass * sc.m_e * sc.k * T))


def valley_emission(normal, side1, side2):
    widths = [k0 * quad(boltzmann, -20, 20, args=(m,), points=[0])[0]
              for m in (side1, side2)]
    speed = sc.hbar * k0**2 / (normal * sc.m_e)
    normal_flux = speed * quad(lambda s: s * boltzmann(s, normal), 0, 20)[0]
    return 2 * q / (2 * np.pi)**3 * widths[0] * widths[1] * normal_flux


A_numeric = (2 * valley_emission(m_l, m_t, m_t)
             + 4 * valley_emission(m_t, m_t, m_l)) / T**2 * 1e-4
assert abs(A_numeric / A_ball - 1) < 1e-5

# Image lowering: local maximum of the actual parabolic barrier.
lowering = np.sqrt(q * F / (4 * np.pi * eps))
x_image = np.sqrt(q / (16 * np.pi * eps * F))
top = minimize_scalar(
    lambda y: -(bend * (1 - y / W)**2 - q / (16 * np.pi * eps * y)),
    bounds=(x_image / 10, 5 * x_image), method="bounded",
    options={"xatol": 1e-12})
assert abs((bend + top.fun) / lowering - 1) < 0.03


def action(E):
    """Integral of sqrt(psi-E), in sqrt(V) cm, to the turning point."""
    r = E / bend
    return W * np.sqrt(bend) / 2 * (
        np.sqrt(1 - r) - r * np.arccosh(1 / np.sqrt(r)))


E_test = 0.4 * bend
turn = W * (1 - np.sqrt(E_test / bend))
action_num = quad(lambda y: np.sqrt(max(bend * (1 - y / W)**2 - E_test, 0)),
                  0, turn, epsabs=1e-13)[0]
assert abs(action_num / action(E_test) - 1) < 1e-5
wkb = 2 * np.sqrt(2 * m_t * sc.m_e * q) / sc.hbar / 100
tunnel_factor = 1 + quad(
    lambda E: np.exp((bend - E) / vt - wkb * action(E)) / vt,
    bend * 1e-10, bend * (1 - 1e-12), limit=300)[0]


def gamma_at(temp, barrier=phi):
    """Fixed hole diffusivity, diffusion length and Richardson constant."""
    v = sc.k * temp / q
    gap_T = gap - gap_slope * (temp - T)
    ni2 = ni**2 * (temp / T)**3 * np.exp(gap / vt - gap_T / v)
    return (q * Dp * ni2 / (N0 * L0)
            / (A_eff * temp**2 * np.exp(-barrier / v)))


gamma = gamma_at(T)
dT = 0.01
slope = (np.log(gamma_at(T + dT) / gamma_at(T - dT))
         / (q / sc.k * (1 / (T + dT) - 1 / (T - dT))))
activation = gap + gap_slope * T - phi + vt
assert abs(-slope / activation - 1) < 1e-5
assert 5e-7 < gamma < 2e-6

V_rec = brentq(lambda V: depletion_recombination(V) - hole_current(V), 0.2, 0.4)
V_drift = brentq(lambda V: drift_factor(V) - 2, 0.3, 0.45)
Jp0 = q * Dp * ni**2 / (N0 * L0)
p_edge = ni**2 / N0 * np.exp(V0 / vt)
full_ratio = table[biases.index(V0)][2] / Jn_numerical

print(f"Temperature: {T:.0f} K; thermal voltage: {vt:.6f} V")
print(f"Effective barrier: {phi:.2f} eV; donor density: {N0:.1e} cm^-3")
print(f"Hole diffusion length: {L0*1e4:.1f} um")
print(f"Intrinsic density: {ni:.2e} cm^-3; Nc: {Nc:.2e} cm^-3")
print(f"Mobilities, electron and hole: {mu_n:.0f}, {mu_p:.0f} cm2/Vs")
print(f"Diffusivities, electron and hole: {Dn:.3f}, {Dp:.3f} cm2/s")
print(f"Hole lifetime: {L0**2/Dp*1e9:.2f} ns")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Effective Richardson constant: {A_eff:.1f} A/cm2K2")
print(f"Boltzmann factor exp(-phi/kT): {np.exp(-phi/vt):.4e}")
print(f"Equilibrium bulk hole density: {ni**2/N0:.3e} cm^-3")
print(f"Hole prefactor Jp0: {Jp0:.4e} A/cm2")
print(f"Electron prefactor Jn0: {Jn0:.4e} A/cm2")
print(f"Injection ratio gamma: {gamma:.4e}")
print(f"Working junction voltage: {V0:.2f} V")
print(f"Electron current at working bias: {electron_current(V0):.3f} A/cm2")
print(f"Ideal hole current at working bias: {hole_current(V0):.4e} A/cm2")
print(f"Edge hole density: {p_edge:.3e} cm^-3; over N: {p_edge/N0:.2e}")
print(f"Band bending: {bend:.4f} eV; depletion width: {W*1e7:.1f} nm")
print(f"Surface field: {F*1e-6:.5f} MV/cm")
print(f"Numerical ratio with drift and electron diffusion: {full_ratio:.4e}")
print("V (V) | Jn (A/cm2) | injected Jp/Jn | depletion Jrec/Jn")
for V, jn, jp, jr in table:
    print(f"{V:.2f} | {jn:.4e} | {jp/jn:.4e} | {jr/jn:.4e}")
print(f"Bias where depletion recombination equals ideal Jp: {V_rec:.4f} V")
print(f"Bias where drift doubles injection: {V_drift:.4f} V")
print(f"Electron current at that bias: {electron_current(V_drift):.2f} A/cm2")
print(f"Drift factor at working bias: {drift_factor(V0):.4f}")
print(f"Emission and diffusion velocities: {vR:.3e}, {vD:.3e} cm/s")
print(f"Electron-current factor from finite diffusion: {diffusion_factor:.4f}")
print(f"Image lowering: {lowering*1000:.2f} meV")
print(f"Electron-current factor from image lowering: {np.exp(lowering/vt):.3f}")
print(f"WKB tunnelling factor, no over-barrier reflection: {tunnel_factor:.3f}")
print(f"Silicon masses, transverse and longitudinal: {m_t:.2f}, {m_l:.2f} m_e")
print(f"Ballistic (100) Richardson constant: {A_ball:.2f} A/cm2K2")
print(f"Gamma with ballistic constant: {gamma*A_eff/A_ball:.4e}")
print(f"Thin layer: {thin*1e4:.1f} um; hole-current factor: {thin_factor:.3f}")
print(f"Bulk degeneracy measure N/Nc: {N0/Nc:.3e}")
print(f"Gap at 300 K: {gap:.2f} eV; downward slope: {gap_slope:.2e} eV/K")
print(f"Activation energy of gamma near 300 K: {activation:.4f} eV")
print(f"Gamma at 350 K: {gamma_at(350):.4e}; rise: {gamma_at(350)/gamma:.2f} times")
print(f"Gamma for 0.65 eV barrier: {gamma_at(T, 0.65):.4e}")
print(f"Gamma for 0.75 eV barrier: {gamma_at(T, 0.75):.4e}")
print("checks complete")
```

It prints:

```
Temperature: 300 K; thermal voltage: 0.025852 V
Effective barrier: 0.70 eV; donor density: 1.0e+16 cm^-3
Hole diffusion length: 10.0 um
Intrinsic density: 1.00e+10 cm^-3; Nc: 2.80e+19 cm^-3
Mobilities, electron and hole: 1200, 450 cm2/Vs
Diffusivities, electron and hole: 31.022, 11.633 cm2/s
Hole lifetime: 85.96 ns
Relative permittivity: 11.7
Effective Richardson constant: 112.0 A/cm2K2
Boltzmann factor exp(-phi/kT): 1.7399e-12
Equilibrium bulk hole density: 1.000e+04 cm^-3
Hole prefactor Jp0: 1.8639e-11 A/cm2
Electron prefactor Jn0: 1.7538e-05 A/cm2
Injection ratio gamma: 1.0628e-06
Working junction voltage: 0.35 V
Electron current at working bias: 13.296 A/cm2
Ideal hole current at working bias: 1.4131e-05 A/cm2
Edge hole density: 7.581e+09 cm^-3; over N: 7.58e-07
Band bending: 0.1448 eV; depletion width: 136.8 nm
Surface field: 0.02116 MV/cm
Numerical ratio with drift and electron diffusion: 1.3284e-06
V (V) | Jn (A/cm2) | injected Jp/Jn | depletion Jrec/Jn
0.20 | 4.0146e-02 | 1.0577e-06 | 2.7730e-05
0.25 | 2.7782e-01 | 1.0603e-06 | 8.7698e-06
0.30 | 1.9220e+00 | 1.0778e-06 | 2.0537e-06
0.35 | 1.3296e+01 | 1.2072e-06 | 3.9215e-07
0.40 | 9.1978e+01 | 2.4015e-06 | 7.6568e-08
Bias where depletion recombination equals ideal Jp: 0.3202 V
Bias where drift doubles injection: 0.3946 V
Electron current at that bias: 74.56 A/cm2
Drift factor at working bias: 1.1427
Emission and diffusion velocities: 2.247e+06, 2.238e+07 cm/s
Electron-current factor from finite diffusion: 0.9088
Image lowering: 16.14 meV
Electron-current factor from image lowering: 1.867
WKB tunnelling factor, no over-barrier reflection: 1.341
Silicon masses, transverse and longitudinal: 0.19, 0.98 m_e
Ballistic (100) Richardson constant: 253.09 A/cm2K2
Gamma with ballistic constant: 4.7031e-07
Thin layer: 5.0 um; hole-current factor: 2.164
Bulk degeneracy measure N/Nc: 3.571e-04
Gap at 300 K: 1.12 eV; downward slope: 2.60e-04 eV/K
Activation energy of gamma near 300 K: 0.5239 eV
Gamma at 350 K: 1.9433e-05; rise: 18.28 times
Gamma for 0.65 eV barrier: 1.5363e-07
Gamma for 0.75 eV barrier: 7.3519e-06
checks complete
```
